# Do unequal diffusion fluxes always create Kirkendall pores?

## Question

I am looking at a diffusion couple with pure Pt on the left and Pt–10 at.% Ir on the right, held at 1700 K for 100 h. Suppose Pt diffuses four times faster than Ir. More atoms then leave the Pt side than arrive there, so vacancies flow into it. Missing atoms mean missing material, so the Pt side should fill with pores. Yet I also read that inert markers at the joint move, which is said to come from the same vacancies. Must unequal fluxes make pores? If not, where does the empty volume go?

## Answer

No. Unequal fluxes require a vacancy flow, but the flow does not fix what happens to the vacancies on arrival. If dislocations absorb them by climb, lattice planes disappear, the crystal closes up, and the empty volume becomes displacement. A pore needs something more: a vacancy supersaturation large enough to pay for its surface.

### The vacancy flow

Let A be Pt and B be Ir, with $x$ pointing from Pt to the alloy. Atoms and vacancies occupy sites of equal volume $\Omega$, and $X_A+X_B+X_V=1$. Fluxes $J$ are measured relative to the local lattice.

An atom moves by exchanging with a vacancy on the next plane, a distance $a$ away. With random mixing, the net number of A jumps to the right is proportional to

$$X_A(x)X_V(x+a)-X_A(x+a)X_V(x)\approx a\,(X_A\partial_xX_V-X_V\partial_xX_A).$$

Hence, for $i=A,B$,

$$\Omega J_i=-\frac{D_i}{X_{eq}}\left(X_V\partial_xX_i-X_i\partial_xX_V\right),\qquad J_V=-(J_A+J_B).$$

The second relation holds because each exchange moves a vacancy opposite to an atom. The prefactor is chosen so that $\Omega J_i=-D_i\partial_xX_i$ when $X_V$ equals its equilibrium value $X_{eq}$, which I take as independent of composition. The $D_i$ are the intrinsic diffusivities, taken as constant.

Ideal sinks hold $X_V=X_{eq}$ everywhere. Then $\partial_xX_A=-\partial_xX_B$, and

$$\Omega J_V=D_A\partial_xX_A+D_B\partial_xX_B=(D_B-D_A)\,\partial_xX_B .$$

Here $D_B<D_A$ and $\partial_xX_B>0$, so $J_V<0$: vacancies do flow into the Pt side, as you say.

### What climb does with them

An edge dislocation borders an extra slab of crystal of thickness $b$, the Burgers length. When arriving vacancies make it climb over an area $dA$, a slab volume $b\,dA$ containing $b\,dA/\Omega$ sites is removed. The planes on either side close the gap. Each absorbed vacancy therefore removes one site and a volume $\Omega$.

Let $\rho$ be the dislocation length per volume and $u$ the climb speed. The absorption rate per volume is $R=\rho ub/\Omega$, and the strain rate is $-\rho bu=-\Omega R$. I assume that the net climb strain lies along $x$, with any lateral strain relaxed by plastic flow. If $v$ is the lattice velocity in the laboratory,

$$\partial_xv=-\Omega R .$$

The vacancy balance, with $X_V/\Omega$ constant in time and space, is

$$\partial_xJ_V+\frac{X_V}{\Omega}\partial_xv=-R=\frac1\Omega\partial_xv .$$

Collecting terms gives $(1-X_V)\partial_xv=\Omega\,\partial_xJ_V$. Both $v$ and $J_V$ vanish at the fixed left end, so integration gives

$$v=\frac{\Omega J_V}{1-X_V}\approx(D_B-D_A)\,\partial_xX_B ,$$

where the last step uses $X_V\ll1$. The whole vacancy flux has become lattice motion and no pore volume appears. On the alloy side the signs reverse: dislocations emit vacancies and planes grow. Since $J_V$ also vanishes at the far right end, so does $v$, and the specimen keeps its length.

### How far the markers move

In the laboratory frame the lattice carries B along, so its flux is

$$\Omega J_B+X_Bv=-\left[D_B-X_B(D_B-D_A)\right]\partial_xX_B=-\tilde D\,\partial_xX_B,$$

$$\tilde D=X_BD_A+(1-X_B)D_B .$$

For a small composition step $\Delta X$, evaluate $\tilde D$ at the mean composition and treat it as constant. With $\ell=\sqrt{4\tilde Dt}$,

$$X_B=\frac{\Delta X}{2}\left[1+\mathrm{erf}\left(\frac x\ell\right)\right],\qquad \partial_xX_B=\frac{\Delta X}{\sqrt\pi\,\ell}e^{-x^2/\ell^2}.$$

A marker at the joint stays at $|x|\ll\ell$, so the exponential is close to 1. Its speed towards Pt is $(D_A-D_B)\Delta X/\sqrt{4\pi\tilde Dt}$. Because $\int_0^t dt'/\sqrt{t'}=2\sqrt t$, the shift is

$$w=(D_A-D_B)\,\Delta X\sqrt{\frac{t}{\pi\tilde D}} .$$

Take $D_A=4\times10^{-10}$ and $D_B=1\times10^{-10}$ cm²/s. At the mean composition $X_B=0.05$,

$$\tilde D=(0.05\times4+0.95\times1)\times10^{-10}=1.15\times10^{-10}\ \mathrm{cm^2/s}.$$

With $t=3.6\times10^5$ s, $\ell=129$ µm and

$$w=3\times10^{-10}\times0.1\times\sqrt{\frac{3.6\times10^5}{\pi\times1.15\times10^{-10}}}=9.5\times10^{-4}\ \mathrm{cm}=9.5\ \mathrm{µm}.$$

Dividing by $b=0.277$ nm gives about 34,000 Burgers-thick layers removed on the Pt side.

This can be checked by counting sites in cells that move with the lattice, using only the exchange law and local sinks, without inserting the formula for $v$. With sinks 100 times stronger than those estimated below, the marker moved 9.48 µm towards Pt and the length changed by less than $10^{-8}$ µm. The 2 µm cells do not resolve the 0.36 µm sink distance of this case; a finer grid gives 9.45 µm.

### The same vacancies with some pores

Now let a share $p$ of the absorbed vacancies enter pores. The lattice still loses those sites, but the specimen keeps their volume as holes. The Pt side shrinks by $(1-p)w$ instead of $w$, while the alloy side still grows by $w$. Measured from the Pt end, the marker therefore moves $(1-p)w$, and the specimen lengthens by $pw$. Measured from the alloy end, the marker still moves $w$. This neglects the obstruction of diffusion by pores.

For $p=0.2$ the estimates are a 7.6 µm marker shift and 1.9 µm of lengthening. The site count, repeated with this share, gave 7.55 and 1.89 µm. For $p=1$ the same bookkeeping gives a stationary marker and holes equivalent to a layer 9.5 µm thick. Nearly the same flux imbalance is compatible with all these outcomes, so it cannot by itself decide between them.

### What a pore needs

Define $S=X_V/X_{eq}$. Moving one vacancy from the crystal into a pore lowers the free energy by $k_BT\ln S$, but the surface costs $\gamma$ per area. For an empty spherical pore,

$$G(r)=-\frac{4\pi r^3}{3\Omega}k_BT\ln S+4\pi r^2\gamma .$$

Setting $dG/dr=0$ gives $(4\pi r^2/\Omega)k_BT\ln S=8\pi r\gamma$, or

$$r^*=\frac{2\gamma\Omega}{k_BT\ln S}.$$

Pores smaller than $r^*$ shrink and larger ones can grow. At $S=1$ the first term vanishes and $G$ rises with $r$, so every empty pore shrinks. Ideal climb thus removes the drive for pore growth as well as supplying another destination for vacancies. Gas inside a cavity would change this balance.

With $\gamma=2$ J/m², $\Omega=0.0151$ nm³ and $k_BT=0.1465$ eV, the formula becomes $r^*=2.57\ \mathrm{nm}/\ln S$.

### How close to ideal are real dislocations?

Give each dislocation a cylinder of radius $R_0$, with $\pi R_0^2\rho=1$, and let vacancies be supplied uniformly at rate $g$ per volume. In steady state, those supplied outside radius $r$ must cross it inwards. With vacancy diffusivity $D_V$, the excess concentration $c$ obeys

$$2\pi rD_V\frac{dc}{dr}=\pi g(R_0^2-r^2).$$

Take $c=0$ at the core radius $r_0=b$. Integrating, and dropping terms in $r_0^2$,

$$c=\frac{g}{2D_V}\left[R_0^2\ln\frac r{r_0}-\frac{r^2}{2}\right].$$

Over the cylinder, $\ln(r/r_0)$ averages to $\ln(R_0/r_0)-1/2$ and $r^2/2$ averages to $R_0^2/4$. Writing $g=k^2D_V\bar c$ therefore gives

$$k^2=\frac{2\pi\rho}{\ln(R_0/r_0)-3/4}.$$

For $\rho=10^7$ cm⁻², $1/k=3.57$ µm, far less than $\ell$.

In the exchange law, the terms containing $\partial_xX_V$ give $D_V=D_m/X_{eq}$, with $D_m=X_AD_A+X_BD_B$. The absorption rate is then $\Omega R=k^2D_m(S-1)$. When $\ell\gg1/k$ it must equal $-\partial_xv=(D_A-D_B)\partial_x^2X_B$, so

$$S-1=\frac{(D_A-D_B)\,\partial_x^2X_B}{k^2D_m}.$$

The curvature is largest at $x=-\ell/\sqrt2$, where it equals $\sqrt{2/(\pi e)}\,\Delta X/\ell^2$. At the end of the anneal, the peak strain rate is therefore $8.8\times10^{-8}$ s⁻¹. With $D_m=3.85\times10^{-10}$ cm²/s,

$$S-1=\frac{8.77\times10^{-8}\times(3.573\times10^{-4})^2}{3.85\times10^{-10}}=2.9\times10^{-5}.$$

The site count at this sink strength gave $3.1\times10^{-5}$. The closed-form value corresponds to $r^*\approx88$ µm, comparable with the diffusion zone itself. The formula does not cover the start of the anneal: $\ell$ reaches $1/k$ only after about $100\ \mathrm h\times(3.57/129)^2$, or five minutes, and the formula becomes accurate only later, once $\ell\gg1/k$.

There is a further obstacle. Averaged over a length $\ell$ on the Pt side, the strain is roughly $w/\ell=0.07$. If every dislocation climbs one mean spacing $1/\sqrt\rho$, the strain is only $\rho b/\sqrt\rho=b\sqrt\rho=8.8\times10^{-5}$. On average about 840 such sweeps are needed there, so dislocation line must be regenerated continually.

Consider a source pinned at two points a distance $L$ apart. Sweeping unit area absorbs $b/\Omega$ vacancies, so the climb force per length is $bk_BT\ln S/\Omega$. Taking a line energy $\mu b^2/2$ per length, where $\mu$ is the shear modulus, an arc of radius $r$ pulls back with $\mu b^2/(2r)$. The smallest radius during bowing is $L/2$, so operation requires

$$\frac{bk_BT\ln S}{\Omega}=\frac{\mu b^2}{L}\quad\Rightarrow\quad \ln S=\frac{\mu b\Omega}{Lk_BT}.$$

For $\mu=40$ GPa and $L=1/\sqrt\rho=3.16$ µm, $\ln S=0.00225$. This is nearly 80 times the transport estimate and lowers $r^*$ to 1.1 µm. Smaller empty pores still shrink, but a larger cavity could grow. At the end of the anneal, source operation, rather than diffusion to the dislocations, therefore sets the departure from ideality in this estimate. The transport excess falls as $1/\ell^2\propto1/t$, so it was the larger of the two only during roughly the first hour.

### The opposite limit: no sinks

Removing every sink does not leave the unequal fluxes running. Vacancies accumulate on the Pt side until their own gradient stops the net flow. Setting $J_V=0$ in the exchange law gives

$$X_V\partial_xD_m=D_m\partial_xX_V\quad\Rightarrow\quad X_V\propto D_m .$$

In a closed specimen through which vacancies have had time to spread, their number is conserved, so $S=D_m/\langle D_m\rangle$, where the brackets denote the specimen average. Using $\partial_xD_m=(D_B-D_A)\partial_xX_B$ and $X_A+X_B\approx1$,

$$\Omega J_B=-D_BS\left[1-\frac{X_B(D_B-D_A)}{D_m}\right]\partial_xX_B=-\frac{SD_AD_B}{D_m}\partial_xX_B=-\frac{D_AD_B}{\langle D_m\rangle}\partial_xX_B .$$

The bracket simplifies because $D_m-X_B(D_B-D_A)=D_A(X_A+X_B)$. Since $J_V=0$, $J_A=-J_B$: the fluxes have become equal and opposite. The imbalance persists only while something absorbs and emits vacancies.

For equal lengths of Pt and alloy, $\langle D_m\rangle=3.85\times10^{-10}$ cm²/s. This gives $S=4/3.85=1.039$ at the Pt end and $3.7/3.85=0.961$ at the alloy end, as the sink-free site count also found. Even if the full ratio, 1.081, is granted as the supersaturation, $r^*=33$ nm. Substituting $r^*$ into $G$ gives a barrier $4\pi\gamma r^{*2}/3$, about $4\times10^5\,k_BT$. Pores would not nucleate in perfect crystal in this model; they would need existing cavities or other favourable sites.

A larger composition step is less forgiving. For equal lengths of pure Pt and pure Ir with the same constant diffusivities, $\langle D_m\rangle=2.5\times10^{-10}$ cm²/s and $S=4/2.5=1.6$ at the Pt end. The critical radius is then only $2.57/\ln1.6\approx5.5$ nm, so much smaller existing cavities can grow. The barrier $4\pi\gamma r^{*2}/3$ is still about $10^4\,k_BT$, too high for pores to nucleate in perfect crystal.

### What this says about a real Pt–Ir joint

The diffusivities, surface energy, modulus and dislocation density are rough values for hot Pt–Ir alloys, not measurements on a particular joint. Several omissions and uncertainties affect the 9.5 µm shift:

- **Atomic volumes.** With lattice constants 0.392 nm for Pt and 0.384 nm for Ir, 10 at.% Ir fills 9.46% of the volume. If the intrinsic diffusivities are defined by gradients of atoms per volume, the lattice velocity follows the gradient of volume fraction, and the shift falls by about 5%.
- **Non-ideal mixing.** A regular-solution factor $1-4X_B(1-X_B)T_c/T$ on both diffusivities, with a rough miscibility-gap top $T_c=1250$ K, lowers the shift by 7% if the quoted diffusivities are ideal-solution values. Intrinsic values already contain this factor; if they are those at $X_B=0.05$, the shift changes by less than 1%.
- **Finite sink spacing.** The closed form assumes ideal sinks. With $\rho=10^7$ cm⁻², the site count gives a shift about 0.4 µm, or 4%, smaller than with nearly ideal sinks.
- **Source threshold.** An excess of $0.00225$ in $\ln S$ on one side and an equal deficit on the other use up $0.0045/\ln1.081$, or about 6%, of the difference that would stop the vacancy flow. This is the loss of vacancy flux averaged across the couple. The change in $\ln S$ is concentrated around the joint, where it flattens the peak of the vacancy flux, so the marker shift falls by more. With sinks that act only beyond the threshold it drops by about 17%, to 7.8 µm, or to 7.6 µm together with the finite sink spacing. This is the largest reduction in this list.
- **Temperature.** For an activation energy of 2.9 eV, a 10 K error changes both diffusivities by 12%. Since $w$ scales as their square root, it changes by about 6%.
- **Vacancy wind.** If the quoted diffusivities were tracer values, correlated jumps could raise the velocity by up to about 28%. Intrinsic values already include this effect.

The result also assumes that good sinks are available everywhere, which need not be true. Real couples can develop Kirkendall pores. In this model poor sinks favour them, the more so with a large composition step, and existing cavities at the joint can serve as starting points. The marker shift and specimen length help to tell the outcomes apart: within this model, full climb gives a shift $w$ at constant length, while pore formation lengthens the specimen and reduces the shift measured from the Pt end. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
Temperature: 1700 K
Anneal time: 100 h
Intrinsic D of Pt: 4e-10 cm2/s
Intrinsic D of Ir: 1e-10 cm2/s
Ir fraction in alloy: 0.1
Dislocation density: 1e+07 cm^-2
Pt lattice constant: 0.392 nm
Ir lattice constant: 0.384 nm
Surface energy: 2 J/m2
Shear modulus: 40 GPa
Thermal energy kT: 0.1465 eV
Site volume: 0.01506 nm3
Burgers length: 0.2772 nm
Interdiffusion coefficient at mean composition: 1.15e-10 cm2/s
Vacancy-weighted D_m at mean composition: 3.85e-10 cm2/s
Diffusion length sqrt(4Dt): 128.7 um
Marker shift toward Pt, closed form: 9.47 um
Marker position, near-ideal simulation: -9.478 um
Marker position, similarity solution: -9.493 um
Specimen length change, near-ideal sinks: -2.4e-09 um
Largest velocity error over peak velocity: 0.0041 %
Burgers-thick layers removed: 3.42e+04
Sink distance 1/k: 3.573 um
Peak climb strain rate: 8.77e-08 1/s
Peak climb speed: 3.16 nm/s
Peak S-1, closed form: 2.91e-05
Peak S-1, simulation: 3.09e-05
Critical pore radius at closed-form S: 88.3 um
Marker lag from finite sinks, estimate: 0.466 um
Marker lag from finite sinks, simulation: 0.402 um
Pore share in partition test: 0.2
Specimen lengthening with that pore share: 1.89 um
Marker position with that pore share: -7.55 um
No-sink interdiffusion coefficient: 1.039e-10 cm2/s
No-sink ceiling on S: 1.081
No-sink S at Pt end, predicted: 1.039
No-sink S at Pt end, simulation: 1.039
No-sink S at alloy end, simulation: 0.9611
Critical pore radius at no-sink ceiling: 32.9 nm
Pore nucleation barrier at ceiling: 3.87e+05 kT
Full-range couple: no-sink S ratio: 4
Full-range couple: gap between two laws: 0.0849 atomic fraction
Full-range couple: ideal-sink profile error: 9.8e-05 atomic fraction
Full-range couple: no-sink profile error: 0.0023 atomic fraction
Source length: 3.16 um
ln S needed to run a pinned source: 0.00225
Critical pore radius at source threshold: 1.14 um
Rough flux loss from source threshold: 5.8 %
Dislocation sweeps of one spacing needed: 8.4e+02
Neglected volume mismatch, effect on shift: -5.4 %
Assumed top of miscibility gap: 1250 K
Neglected non-ideal mixing, effect on shift: -7 %
Assumed fcc correlation factor: 0.78
Vacancy-wind increase if D were tracer values: 28 %
Assumed activation energy: 2.9 eV
Change of D for 10 K error: 12 %
```
